Negative lattice energy, positive field energy: point charges in a neutralising background

Place one charge q = 1 in each cell of a simple cubic lattice with edge L = 20 bohr, and neutralise it with a uniform background. The standard lattice energy is −0.1419 Ry per cell. Now give each charge a small width, 0.5 bohr, and integrate the energy density of the electric field, |E|²/4π in the units used below, over the cell. The result is +1.4541 Ry. The charges, the cell and the background are practically the same, yet the two energies differ in sign and by a factor of ten in size.

**The belief and its appeal**

The belief runs as follows. The lattice energy is purely electrostatic. Electrostatic energy is stored in the field. The lattice energy is negative, so the field energy must be negative too, perhaps because the background contributes a negative energy density.

Each premise has something to it. For a smooth, neutral, periodic charge density, the energy computed from charges and potentials equals the energy computed from the field. But the field energy is an integral of a square, so it cannot be negative. The fault lies in applying this equality to a quantity from which something has been removed.

**Field energy of smeared charges**

I use Rydberg atomic units: e² = 2, lengths in bohr, q in units of e. The potential of a point charge is written φ = q/r, so that E = −∇φ and ∇²φ = −4πρ. Two charges then interact with energy 2q₁q₂/r Ry. A continuous density has energy ½ · 2∫ρφ = ∫ρφ, the ½ correcting for double counting.

Let ρ be smooth, periodic and neutral in each cell, and let there be no macroscopic field, so that φ is periodic as well. Then

∫ρφ d³r = −(1/4π) ∫φ∇²φ d³r
 = (1/4π) ∫|∇φ|² d³r − (1/4π) ∮φ∇φ·dS.

The surface term vanishes because opposite faces of the cell carry equal values of φ∇φ and opposite normals. The field energy per cell is therefore

W = (1/4π) ∫_cell |E|² d³r ≥ 0.

Now let each charge be a Gaussian proportional to exp(−r²/s²), whose Fourier transform is q exp(−k²s²/4). In a cell of volume Ω the density has components ρ_G = (q/Ω) exp(−G²s²/4) for G ≠ 0. The background cancels the G = 0 component and affects no other. Poisson's equation gives φ_G = 4πρ_G/G², so

W(s) = Ω Σ_{G≠0} ρ_G* φ_G = (4πq²/Ω) Σ_{G≠0} exp(−G²s²/2)/G².  (1)

Every term is positive. The background has removed a term from the sum; it has not added a negative one.

A single isolated Gaussian, with no background, has the field energy

S(s) = ∫ d³k/(2π)³ · 4πq² exp(−k²s²/2)/k²
 = (2q²/π) ∫₀^∞ exp(−k²s²/2) dk
 = (2q²/π) √(π/2)/s = q²√(2/π)/s.  (2)

This is also positive, and it diverges as s → 0. Equations (1) and (2) contain the same positive function, once summed over the reciprocal lattice without its origin and once integrated over all k. A sum can be smaller than the corresponding integral although neither has a negative term.

**What the lattice energy is**

In a lattice of point charges, each charge interacts with the other charges and with the background, but its interaction with itself is left out. For Gaussians that omitted part is S. The background's energy with itself stays in. The lattice energy is therefore

E_M = lim_{s→0} [W(s) − S(s)].  (3)

To see that the limit is finite, compare two widths, t < s. Two unit Gaussians of width s at distance r have the pair function u_s(r) = erf(r/(√2 s))/r, with transform 4π exp(−k²s²/2)/k². The difference h = u_t − u_s is smooth and short-ranged. At k = 0 its transform is

ĥ(0) = lim_{k→0} 4π[exp(−k²t²/2) − exp(−k²s²/2)]/k² = 2π(s² − t²).

Poisson's summation formula, Σ_R h(R) = (1/Ω) Σ_G ĥ(G), multiplied by q², gives

q²h(0) + q² Σ_{R≠0} h(R) = W(t) − W(s) + 2πq²(s² − t²)/Ω.

Because u_s(0) = √(2/π)/s, the first term is S(t) − S(s). For R ≠ 0, h(R) = [erfc(R/(√2 s)) − erfc(R/(√2 t))]/R. Collecting all terms in s on one side and all terms in t on the other shows that

W(s) − S(s) − 2πq²s²/Ω + q² Σ_{R≠0} erfc(R/(√2 s))/R

has the same value for every width. As s → 0 its last two terms vanish, so that value is E_M:

W(s) = S(s) + E_M + 2πq²s²/Ω − q² Σ_{R≠0} erfc(R/(√2 s))/R.  (4)

Solved for E_M, this is Ewald's formula. The third term is the finite-size term, and the last accounts for the overlap of neighbouring charges.

For the cube, E_M = −0.141865 Ry, or −1.930 eV. A direct sum gives the same printed value. Each point charge is grouped with its own cube of background, and the potentials of these neutral cubes at one charge, without that charge's own, are added out to ten cell edges. The mean potential of the cell is then subtracted, because φ in (1) has no G = 0 component. With S removed, the Gaussian results (in Ry) approach it:

s = 2.0 bohr: 0.2602 − 0.3989 = −0.1387
s = 1.0 bohr: 0.6568 − 0.7979 = −0.1411
s = 0.5 bohr: 1.4541 − 1.5958 = −0.1417

The field energy grows as the charge shrinks, but the self-energy stays ahead of it by a nearly constant amount.

A very broad charge, s = 8 bohr, is a sharper trial. Here S + E_M = −0.0421 Ry, which might suggest that the field energy has at last become negative. It has not, because the charge is no longer small compared with the cell. Equation (4) gives

W = 0.0997 − 0.1419 + 0.0503 − 0.0039 = 0.0042 Ry.

The charge is now spread over much of the cell, though still far from uniformly. Its peak field is far below that of the narrow charges, and the field energy is small but positive.

**Where the missing energy was**

The subtraction can be followed in space. Near a point charge write E = E₀ + E′, where E₀ = q r̂/r² is its own field and E′ comes from everything else. The square of E₀ cancels inside the cell when the isolated charge is subtracted, leaving

E_M = (1/4π) ∫_cell (2E₀·E′ + |E′|²) d³r − (1/4π) ∫_outside |E₀|² d³r.  (5)

Both integrals are finite, so the limit of zero width can be taken safely. For the cube, the first is −0.0587 Ry and the second, before its minus sign, is 0.0831 Ry. Together they give −0.1419 Ry. (Throughout, sums and differences are taken before rounding, so a last digit may seem off by one.)

A sphere shows why both parts lower the result. Replace the cell by a sphere of equal volume, with radius R_s defined by 4πR_s³/3 = Ω; here R_s = 12.41 bohr. The charge enclosed within r is q(1 − r³/R_s³), so the field is q(1/r² − r/R_s³) inside and zero outside. The change inside, relative to the isolated charge, is

q² ∫₀^{R_s} [(1/r² − r/R_s³)² − 1/r⁴] r² dr
 = q² ∫₀^{R_s} (−2r/R_s³ + r⁴/R_s⁶) dr
 = q² (−1 + 1/5)/R_s = −0.8 q²/R_s.

The isolated charge also has field energy beyond R_s, which the neutral sphere lacks:

q² ∫_{R_s}^∞ dr/r² = q²/R_s.

The total is −1.8 q²/R_s = −0.1451 Ry, larger in magnitude than the cubic value by 2.3% of the latter. The background weakens the field inside and removes it outside. At each point the energy density is positive or zero. What is negative is the comparison with a charge whose field fills all space.

The same reading holds for true point charges if a ball of radius b is cut out around each one. Within the ball the background contributes E′ = −(4πq/3Ω) r. In a cubic lattice the other charges add only harmonic terms of angular order four and higher. These average to zero against the radial fields, and their own square contributes at order b⁹. The part of the first integral in (5) that lies within the ball is then

∫₀^b [2(q/r²)(−4πqr/3Ω) + (4πqr/3Ω)²] r² dr
 = −(4π/3Ω) q²b² + (4π/3Ω)² q²b⁵/5.

Removing it, and noting that the isolated charge has energy q²/b outside the ball, gives

W_out(b) = q²/b + E_M + (4π/3Ω) q²b² − (4π/3Ω)² q²b⁵/5 + O(b⁹).

For b = 1 bohr, direct integration of the squared field over the rest of the cube gives 0.8587 Ry. The formula gives 1 − 0.1419 + 0.0005 = 0.8587 Ry, with the b⁵ term negligible. The field energy outside the ball is positive, and it diverges as the ball shrinks.

**A floor set by the positive field energy**

The positivity of W limits how negative E_M can be. Smear each charge into a uniform ball of radius R_s. Its field is qr/R_s³ inside and q/r² outside, so its self-energy is

q² ∫₀^{R_s} r⁴/R_s⁶ dr + q²/R_s = 1.2 q²/R_s.

The argument for (4) can be repeated with the ball in place of the Gaussian of width s. The finite-size term follows from the small-k form of the ball's transform, 1 − k²⟨r²⟩/6, whose square is 1 − k²⟨r²⟩/3 to this order. The term is therefore 4πq²⟨r²⟩/(3Ω). With ⟨r²⟩ = 3R_s²/5 and Ω = 4πR_s³/3 it equals 0.6 q²/R_s. Hence

E_M = W_ball − 1.8 q²/R_s + D,
D = q² Σ_{R≠0} [1/R − u_ball(R)],

where u_ball is the pair function of two unit balls.

D cannot be negative. Inside a unit ball the potential is (3R_s² − r²)/(2R_s³). This is at most 1/r, because r(3R_s² − r²) has its maximum, 2R_s³, at r = R_s. Outside, the potential is 1/r. The pair function is thus no larger than the average of 1/r over the second ball. On each spherical shell of that ball, of radius x, the average is 1/max(R, x), which is at most 1/R. So u_ball(R) ≤ 1/R, and since W_ball ≥ 0,

E_M ≥ −1.8 q²/R_s

for every lattice with one charge per cell. For the cube, the terms are 0.0021 − 0.1451 + 0.0011 = −0.1419 Ry. The products E_M R_s for q = 1 are −1.7601 (simple cubic), −1.7919 (body-centred) and −1.7917 (face-centred), in Ry bohr. All three lie just above the floor of −1.8. A strongly negative lattice energy is a sign of small field energy in the smeared system, not of negative field energy.

**When the lattice energy is positive**

Subtracting a divergent self-energy permits a negative result but does not guarantee one. Take a tetragonal cell with edges a, a, c and c much larger than a. In (1), separate the vectors G = (0, 0, 2πn/c). For s → 0 they contribute

(4πq²/(a²c)) · 2 Σ_{n≥1} c²/(4π²n²) = (2q²c/(πa²)) · π²/6 = πq²c/(3a²).

This is the field energy of uniformly charged sheets, a distance c apart, in their background. It grows with c without limit.

The remaining vectors have an in-plane part K ≠ 0. Summing over their z components, again without smearing, gives

(4πq²/(a²c)) Σ_n 1/[K² + (2πn/c)²] = (2πq²/(a²K)) coth(Kc/2).

For large c the hyperbolic cotangent tends to 1, with a correction of about 2exp(−Kc), and the planes no longer notice each other's structure. After S is subtracted, what remains is the energy of a single square lattice of charges in its own neutralising sheet. By dimensions it is q²C/a.

The constant C is the potential, in units of q/a, at one site due to the other charges and the sheet. The mean potential in the plane is zero, since K = 0 is excluded, so the sheet adds no further energy. With both sources faded out by the same factor,

C = lim_{ε→0} [Σ_{m≠0} exp(−εm²)/|m| − ∫ exp(−εx²)/|x| d²x],

where m runs over pairs of integers. The integral is π√(π/ε), which is the divergent part of the sum. The finite part is the analytic continuation of Σ_{m≠0} |m|^(−2z) = 4ζ(z)β(z) to z = ½, where β(z) = 1 − 3^(−z) + 5^(−z) − … . To see this, write exp(−εm²) = (1/2πi) ∫ Γ(w) (εm²)^(−w) dw along a vertical line with Re w > ½, and sum over m. Moving the line to the left crosses a pole at w = ½, which gives π√(π/ε), and one at w = 0, which gives the continued sum at z = ½; the rest vanishes with ε. Thus C = 4ζ(½)β(½) = −3.9003, and

E_M ≈ (q²/a)[πc/(3a) − 3.9003].

The sign changes at c/a = 3 × 3.9003/π = 3.7245. Locating the zero with the full Ewald sum gives the same number to the digits shown.

For a = 10 bohr and c = 60 bohr, the sheets contribute 0.6283 Ry and the in-plane part −0.3900 Ry. Their sum is E_M = +0.2383 Ry, or 3.242 eV. With s = 1 bohr the field energy is 1.0372 Ry, which now exceeds the self-energy of 0.7979 Ry. The sheet field falls only linearly, reaching zero midway between sheets, whereas the field of an isolated charge falls off as 1/r².

Very flat cells, with c much smaller than a, also have positive lattice energy. There the charges form lines. At distances r larger than c but small compared with a, their field is close to 2q/(cr); farther out, the background and the neighbouring lines reduce it. To leading logarithm, this region holds the energy

(c/4π) ∫ (2q/(cr))² 2πr dr ≈ (2q²/c) ln(a/c)

per cell, while an isolated charge has only q²/c beyond distance c. For small enough c/a the logarithm wins. This estimate fixes the logarithm but not the constant beside it, so it does not locate the zero: for flat cells the full sum follows E_M ≈ (q²/c)[2 ln(a/c) − 2.853]. The Ewald sum puts this second change of sign at c/a = 0.2402.

**What a calculation can observe**

A self-energy that depends only on the shape of the charge drops out when two cells are compared. Keep s = 1 bohr fixed and enlarge the cube from 20 to 40 bohr. The field energy rises from 0.6568 to 0.7271 Ry, a change of +0.0702 Ry. The lattice energy rises from −0.1419 to −0.0709 Ry, a change of +0.0709 Ry. The difference, −0.0007 Ry, is the change in the finite-size term. Apart from this small term, which vanishes for point charges, both descriptions agree on the energy needed to enlarge the cell; they differ in their zero. W counts from no field at all, and E_M counts from charges infinitely far apart, each with its own field intact.

This is why E_M appears in calculations of charged defects in periodic supercells. The edge of 20 bohr used here is about 1.06 nm. In a uniform linear medium of relative permittivity ε, the potential of fixed charges is divided by ε, and so is the energy ∫ρφ. With ε = 10, a rough value for many semiconductors, the cubic supercell energy for q = 1 lies about 0.19 eV below that of the isolated defect, and in this model −E_M/ε must be added to correct it. Choosing a common zero of potential for the defect cell and the perfect crystal is a further step, tied to the finite-size term as noted below. In the long cell above, the correction has the opposite sign. A real defect charge is neither a point nor rigid. In this model the finite-size term is 2% of |E_M| for s = 2 bohr but 35% for s = 8 bohr (33% once the overlap term is included), so −E_M/ε taken alone is safe only for a charge that is compact on the scale of the cell. The finite-size term is itself a shift of potential. For ε = 1, an isolated Gaussian differs from a point charge by the potential −q erfc(r/s)/r, whose integral over space is −πqs². With G = 0 excluded, the potential of the Gaussian lattice far from the charges therefore lies πqs²/Ω above that of the point lattice, and 2q times this offset is 2πq²s²/Ω. Aligning the potentials far from the defect thus removes the term as long as neighbouring charges do not overlap; for s = 8 bohr, aligning at the cell corner leaves about 1% of |E_M|. The response of a real crystal near the defect is not uniform either, and the present model does not estimate that error.

The numerical output below lists the values used here.

Calculated quantities

```
Charge q = 1 e, cubic edge L = 20.0 bohr, R_s = 12.4070 bohr
Lattice energy E_M (Ewald) = -0.141865 Ry = -1.9302 eV
E_M * L = -2.837297 Ry bohr
E_M from direct sum over neutral cubes = -0.141865 Ry
Gaussian charges in the cube, energies in Ry:
s (bohr)  W field    S self     W-S        size term  overlap
    8.0   0.004234   0.099736  -0.095501   0.050265   0.003902
    2.0   0.260219   0.398942  -0.138723   0.003142   0.000000
    1.0   0.656805   0.797885  -0.141079   0.000785   0.000000
    0.5   1.454101   1.595769  -0.141669   0.000196   0.000000
s = 8.0 bohr: S + E_M alone = -0.042129 Ry
Point charges, ball of radius b removed, energies in Ry:
b (bohr)  W outside ball   1/b        difference
    2.0     0.360228     0.500000    -0.139772
    1.0     0.858659     1.000000    -0.141341
Cube: change of field energy inside cell = -0.058746 Ry
Cube: isolated field energy outside cell = 0.083119 Ry
Cube: inside change minus outside = -0.141865 Ry
Sphere: change of field energy inside = -0.064480 Ry
Sphere: isolated field energy outside = 0.080600 Ry
Sphere: inside change minus outside = -0.145079 Ry
Floor -1.8/R_s = -0.145079 Ry
Balls of radius R_s: field energy = 0.002131 Ry
Balls of radius R_s: overlap term D = 0.001083 Ry
sc: E_M * R_s = -1.760119 Ry bohr
bcc: E_M * R_s = -1.791859 Ry bohr
fcc: E_M * R_s = -1.791747 Ry bohr
Sign change, long cell: c/a = 3.7245 (no unit)
Sign change, flat cell: c/a = 0.2402 (no unit)
Square-lattice constant = -3.900265 (no unit)
Long cell: a = 10.0 bohr, c = 60.0 bohr, s = 1.0 bohr
Long cell: E_M = 0.238292 Ry = 3.2421 eV
Long cell: sheet part = 0.628319 Ry
Long cell: in-plane part = -0.390026 Ry
Long cell: W = 1.037224 Ry, S = 0.797885 Ry
Long cell: W - S = 0.239339 Ry, size term = 0.001047 Ry
Cube L = 40.0 bohr, s = 1.0 bohr: W = 0.727050 Ry, E_M = -0.070932 Ry
From L = 20 to 40 bohr: change of W = 0.070245 Ry
From L = 20 to 40 bohr: change of E_M = 0.070932 Ry
From L = 20 to 40 bohr: change of size term = -0.000687 Ry
```
